# Energy Loss of an Excited Resist Sensitizer to Flat Metal, part 2

An excited sensitizer molecule in resist loses energy to nearby metal. How fast is this loss, how far does its simple distance law hold, and what does it do to the yield of useful chemistry?

The metal fills $Z<0$ and the resist, called the host, fills $Z>0$; "bulk" means unbounded host. SI units are used, and fields vary as $\mathrm{Re}[E\,e^{-i\omega t}]$. The metal is flat, thick and local, with permittivity $\epsilon_m$ independent of wavevector and $\eta=\mathrm{Im}\,\epsilon_m>0$. The host has real $\epsilon_d=n^2>0$. The molecule is a point dipole at height $z$, at angle $\theta$ to the surface normal $\hat{\mathbf z}$, with effective transition dipole $\mu$; $\perp$ and $\parallel$ mean upright and horizontal. A classical dipole has amplitude $\mathbf p$. We write $k=n\omega/c$, with $c$ the speed of light, $x=kz$ and
$$r=\frac{\epsilon_m-\epsilon_d}{\epsilon_m+\epsilon_d}.$$
$R$ is the distance from the dipole, $\boldsymbol\rho$ the in-plane position and $\mathbf q$ the in-plane wavevector. In the orientation average below, $v=\cos\theta$.

In the quasistatic limit the loss rate to the metal is
$$\Gamma_m=\frac{\mu^2(1+\cos^2\theta)}{16\pi\epsilon_0\epsilon_d\hbar}\,\frac{\mathrm{Im}\,r}{z^3},\tag{1}$$
with
$$\mathrm{Im}\,r=\frac{2\epsilon_d\eta}{|\epsilon_m+\epsilon_d|^2}.\tag{7}$$

In general, if $E[\mu]$ is the field amplitude along the dipole, at its position, produced by a classical dipole of amplitude $\mu$,
$$\Gamma=\frac{2}{\hbar}\,\mathrm{Im}\{\mu E[\mu]\}.\tag{2}$$
The field returned by the metal gives the change $\delta\Gamma$. The bulk radiative rate is
$$\Gamma_r=\frac{k^3\mu^2}{3\pi\epsilon_0\epsilon_d\hbar},\tag{8}$$
so that
$$\frac{\Gamma_m}{\Gamma_r}=\frac{3(1+\cos^2\theta)}{16}\,\frac{\mathrm{Im}\,r}{(kz)^3},\tag{9}$$
with orientation mean $\mathrm{Im}\,r/(4x^3)$.

The "continuum test" in the numerical output compares the golden-rule decay width with direct diagonalization for an emitter coupled to 1500 levels.

We now turn to retardation.

**Theorem 2.** Let $K=\mathrm{Im}[\epsilon_m(\epsilon_m-\epsilon_d)/(\epsilon_m+\epsilon_d)^2]$. For fixed local permittivities and $x\to0$, the quasistatic rate is the leading term. The first relative corrections are
$$\Delta_\perp=2x^2\left(1+\frac{K}{\mathrm{Im}\,r}\right),\qquad \Delta_\parallel=2x^2\frac{K}{\mathrm{Im}\,r}.\tag{10}$$

*Proof.* The field of the dipole is $(k^2+\nabla\nabla\cdot)$ acting on $\mathbf p\,e^{ikR}/(4\pi\epsilon_0\epsilon_dR)$. We expand
$$\frac{e^{ikR}}{R}=\frac{i}{2\pi}\int\frac{d^2q}{\kappa}\,e^{i\mathbf q\cdot\boldsymbol\rho+i\kappa|Z-z|},\qquad \kappa=\sqrt{k^2-q^2}.$$
Each plane wave is transverse. It splits into a part along $\hat{\mathbf s}=\hat{\mathbf z}\times\hat{\mathbf q}$ and a part along $(\kappa\hat{\mathbf q}+q\hat{\mathbf z})/k$ for the downward wave, which becomes $(-\kappa\hat{\mathbf q}+q\hat{\mathbf z})/k$ after reflection.

Let $u=q/k$, $l=\sqrt{1-u^2}$ and $l_2=\sqrt{\epsilon_m/\epsilon_d-u^2}$, with non-negative imaginary parts. Continuity of the tangential fields gives
$$r_p=\frac{\epsilon_ml-\epsilon_dl_2}{\epsilon_ml+\epsilon_dl_2},\qquad r_s=\frac{l-l_2}{l+l_2}.$$
For an upright dipole the product of the two $z$ components is $q^2/k^2=u^2$. For a horizontal one the azimuthal means are $1/2$ for the $s$ part and $-l^2/2$ for the $p$ part. Inserting the returned field in $\Gamma$ and dividing by $\Gamma_r$,
$$\begin{aligned}\frac{\delta\Gamma_\perp}{\Gamma_r}&=\frac32\mathrm{Re}\int_0^\infty\frac{u^3du}{l}\,r_pe^{2ilx},\\ \frac{\delta\Gamma_\parallel}{\Gamma_r}&=\frac34\mathrm{Re}\int_0^\infty\frac{u\,du}{l}(r_s-l^2r_p)e^{2ilx}.\end{aligned}\tag{11}$$

The range $u<1$ contributes a bounded amount as $x\to0$. For $u>1$ put $l=is$, so that $u^2=1+s^2$ and $u\,du/l=-i\,ds$. Because $\mathrm{Re}(-iw)=\mathrm{Im}\,w$, this range gives
$$\frac32\int_0^\infty(1+s^2)\,\mathrm{Im}\,r_p\,e^{-2sx}ds,\qquad \frac34\int_0^\infty(\mathrm{Im}\,r_s+s^2\mathrm{Im}\,r_p)e^{-2sx}ds.\tag{12}$$

Write $l_2=it$ with $t^2=s^2-\delta$ and $\delta=\epsilon_m/\epsilon_d-1$. At large $s$, $t=s(1-\beta)+O(s^{-3})$ with $\beta=\delta/(2s^2)$. To first order in $\beta$,
$$r_p=\frac{\epsilon_m-\epsilon_d+\epsilon_d\beta}{\epsilon_m+\epsilon_d-\epsilon_d\beta}
=r+\frac{2\epsilon_m\epsilon_d\beta}{(\epsilon_m+\epsilon_d)^2}
=r+\frac{\epsilon_m(\epsilon_m-\epsilon_d)}{s^2(\epsilon_m+\epsilon_d)^2}.$$
The remainder is $O(s^{-4})$, and $r_s=O(s^{-2})$. At finite $s$ there is no singularity: a zero of the denominator of $r_p$ would need $s^2=-\epsilon_d/(\epsilon_m+\epsilon_d)$, which is not real when $\eta>0$. The terms left out of (12) therefore stay bounded.

With $\int s^2e^{-2sx}ds=1/(4x^3)$ and $\int e^{-2sx}ds=1/(2x)$, the integrals become
$$\frac32\left[\frac{\mathrm{Im}\,r}{4x^3}+\frac{\mathrm{Im}\,r+K}{2x}+O(1)\right],\qquad \frac34\left[\frac{\mathrm{Im}\,r}{4x^3}+\frac{K}{2x}+O(1)\right].$$
The first terms are the quasistatic rates, and the second terms divided by the first are (10). ∎

The expansion needs $s^2\gg|\delta|$ at the dominant $s\sim1/x$. So $z$ must also be small compared with $c/(\omega\sqrt{|\epsilon_m-\epsilon_d|})$, a stricter condition than $x\ll1$ when $|\epsilon_m|$ is large.

At finite $x$ the power entering the metal is the evanescent part (12) plus the absorbed share of the downward propagating waves. In bulk host the downward emission per $du$ is $\tfrac34u^3/l$ for an upright dipole, all $p$-polarized. For a horizontal one it is $\tfrac38u/l$ in $s$ and $\tfrac38ul$ in $p$ polarization. Each is multiplied by $1-|r_{s,p}|^2$. The results called "retarded" below are these sums. They include energy launched into surface plasmons, which the thick metal eventually absorbs.

### A weakly damped surface plasmon

**Proposition 3.** Let $\epsilon_m=-m+i\eta$ with $m>\epsilon_d$. As $\eta\to0$ at fixed $x$, the plasmon contributes to the orientation-averaged loss, relative to $\Gamma_r$,
$$B=\tfrac12(1+2s_0^2)We^{-2s_0x},\quad s_0^2=\frac{\epsilon_d}{m-\epsilon_d},\quad W=\frac{2\pi m^2s_0}{m^2-\epsilon_d^2}.\tag{13}$$

*Proof.* The denominator of $r_p$ is proportional to $D=\epsilon_ms+\epsilon_dt$. At $\eta=0$ it vanishes when $\epsilon_dt=ms$. Squaring, with $t^2=1+s^2+m/\epsilon_d$, gives $s^2(m^2-\epsilon_d^2)=\epsilon_d(\epsilon_d+m)$ and hence $s_0$. There
$$\frac{\partial D}{\partial s}=-m+\frac{\epsilon_ds}{t}=-\frac{m^2-\epsilon_d^2}{m},\qquad \frac{\partial D}{\partial\epsilon_m}=s_0-\frac{1}{2t}=s_0-\frac{\epsilon_d}{2ms_0}.$$
The derivative with respect to $\epsilon_m$ is positive, since $s_0^2>\epsilon_d/(2m)$. The numerator of $r_p$ is $-2ms_0$. Near the zero, $r_p$ is therefore $2m^2s_0/(m^2-\epsilon_d^2)$ divided by $s-s_0-i\gamma$, with $\gamma>0$ proportional to $\eta$. As $\gamma\to0$ its imaginary part tends to $W\delta(s-s_0)$. In (12) this gives $\tfrac32(1+s_0^2)We^{-2s_0x}$ for the upright and $\tfrac34s_0^2We^{-2s_0x}$ for the horizontal dipole. Weights $1/3$ and $2/3$ give (13). ∎

The plasmon term survives as $\eta\to0$, while the quasistatic loss off resonance vanishes with $\eta$. Equating the two shows that they cross at $x^3\propto\eta$. A low-loss metal with $m>\epsilon_d$ thus leaves the $z^{-3}$ law closer to the surface. For $m<\epsilon_d$ there is no bound plasmon and this argument does not apply.

### Worked example: sensitizer above gold

Take a singlet sensitizer with $\hbar\omega=3.0$ eV in resist of index 1.7, so $\epsilon_d=2.89$ and $k=0.02585$ nm$^{-1}$. The metal is gold with $\epsilon_m=-1.2+6.0i$, and $z=5$ nm. From (7),
$$\mathrm{Im}\,r=\frac{2(2.89)(6.0)}{(1.69)^2+(6.0)^2}=0.8925.$$
With $x=0.1292$ the mean ratio is
$$\frac{\Gamma_m}{\Gamma_r}=\frac{0.8925}{4(0.1292)^3}\approx103.$$

Let the bulk radiative rate be $2\times10^8$ s$^{-1}$, the internal nonradiative rate $3\times10^8$ s$^{-1}$ and the rate of useful chemistry $k_c=1.5\times10^9$ s$^{-1}$. The bulk total is $k_b=2\times10^9$ s$^{-1}$. The mean loss to the metal is
$$\Gamma_m=103.4\times2\times10^8\ \mathrm{s^{-1}}\approx2.07\times10^{10}\ \mathrm{s^{-1}}=20.7\ \mathrm{ns^{-1}}.$$

The chemical yield per excited molecule is $\Phi=k_c/(k_b+\Gamma_m)$. It falls from 0.75 in bulk to $1.5/(2+20.7)=0.066$. Because $\Gamma_m\propto z^{-3}$, the yield at the mean rate is
$$\Phi(z)=\frac{k_c}{k_b}\frac{z^3}{z^3+z_0^3},\qquad z_0=5\left(\frac{20.68}{2}\right)^{1/3}\mathrm{nm}=10.9\ \mathrm{nm}.$$
At $z_0$ half of the bulk yield is lost. It measures the layer in which the excited state is largely wasted. The retarded theory puts the distance of equal metal loss and bulk decay at 12.0 nm.

If the molecules cannot rotate during their lifetime, the yield itself must be averaged. Let $\Gamma_\parallel$ be the horizontal rate and let excitation be random in orientation. With $a=k_b+\Gamma_\parallel$,
$$\Phi_{\rm frozen}=\int_0^1\frac{k_c\,dv}{a+\Gamma_\parallel v^2}=\frac{k_c}{\sqrt{a\Gamma_\parallel}}\arctan\sqrt{\frac{\Gamma_\parallel}{a}}.$$
Here $\Gamma_\parallel=77.5\times2\times10^8$ s$^{-1}$, and the result is 0.069. It exceeds 0.066 because $1/(k_b+\Gamma)$ is a convex function of $\Gamma$.

The metal also changes the radiation into the host, which the retarded theory puts at 0.30 of the bulk radiative rate. With this change and the retarded metal loss, the mean-rate yield is 0.063. These yields say nothing about how strongly the metal alters the excitation.

### How far the law holds

For gold at 5 nm, (10) predicts corrections of 7.5% and 4.2% of the quasistatic rate for upright and horizontal dipoles. The full values are 7.8% and 4.0%. The mean retarded loss is 1.06 times the quasistatic one at 5 nm, 1.23 times at 10 nm and 1.87 times at 20 nm.

Silver at the same photon energy and host index, with $\epsilon_m=-5.0+0.2i$, behaves differently. These factors are 1.62, 4.3 and 14. Proposition 3 accounts for most of the excess. With $m=5$, $s_0^2=2.89/2.11=1.37$ and $W\approx11.0$, so $B\approx20.6\,e^{-2.34x}$. At 10 nm this is 11.3, against a computed excess of $15.85-3.73=12.1$. At 20 nm it is 6.2, against $6.55-0.47=6.1$.

Very close to the metal, locality fails. The electronic length is $v_F/\omega\approx0.3$ nm for a Fermi velocity $v_F=1.4\times10^6$ m/s. To size the effect, we adopt a free-electron model with specular reflection at the surface and a fixed background permittivity. The plasma energy is 9.0 eV; the damping is 0.07 eV for gold and 0.02 eV for silver. The computed ratio of nonlocal to local quasistatic loss is 0.95 for gold at 5 nm and 0.86 at 2 nm. For silver it is 0.79 and 0.62. These values use the semiclassical longitudinal permittivity with a number-conserving relaxation time; the full Lindhard form leaves gold unchanged and raises the silver values by 0.02 to 0.03. For these permittivities the net effect is a reduction, and its causes were not separated. The sign is not general: with $\eta=0.06$ in place of 0.2 for silver, the same model gives an increase of about 20%. The model omits electron spill-out, so these numbers are estimates of size.

Other neglected effects can be sized at 5 nm:

- **Molecular length.** Charges $\pm Q$ at heights $z\pm L/2$ replace the dipole factor $2L^2/(2z)^3$ by $1/(2z+L)+1/(2z-L)-1/z=2L^2/[2z(4z^2-L^2)]$. The ratio is $1/[1-(L/2z)^2]$, or 1.01 for $L=1$ nm.
- **Spread of distance.** For small relative deviations $d$ of zero mean, $\langle(1+d)^{-3}\rangle\approx1+6\langle d^2\rangle$. A spread of 0.5 nm rms gives 1.06; a seven-point Gaussian average gives 1.065.
- **Film thickness.** For a 50 nm film on glass of permittivity 2.25, the quasistatic loss changes by less than 0.1% for gold. For silver we give no figure. With $r'=(2.25-\epsilon_m)/(2.25+\epsilon_m)$ the reflection factor at the glass side and $d$ the thickness, the film reflection has the denominator $1+rr'e^{-2qd}$, which nearly vanishes at $q\approx0.023$ nm$^{-1}$. The program's 24-point quadrature steps over this narrow resonance, so its printed silver ratio should be disregarded. The resonance also lies at $q<k$, where the quasistatic reflection is not valid.
- **Host absorption.** $\mathrm{Im}\,\epsilon_d=0.02$ lowers the interface term for gold by 1.1%. Direct loss to the host must be counted in the bulk rate, because for a point dipole its integral $\int R^{-4}dR$ diverges at small $R$.
- **Coupling and temperature.** For gold $\hbar\Gamma_m$ is 14 µeV, far below both the photon energy and the tenths of an electronvolt over which the permittivity of gold changes appreciably, and $\hbar\omega/k_BT=118$ at 295 K.

### Relation to real patterning

The example corresponds to resist exposed beside gold structures with a violet-emitting sensitizer. The optical constants and molecular rates are rough typical values, not data for a particular resist. Changing the real and imaginary parts of $\epsilon_m$ independently by up to 10% moves $\mathrm{Im}\,r$ between 0.81 and 0.99 for gold, but between 0.15 and 0.48 for silver. There $\eta$ is small, so by (7) $\mathrm{Im}\,r$ varies nearly as $1/(\mathrm{Re}\,\epsilon_m+\epsilon_d)^2$, and a 10% change of $\mathrm{Re}\,\epsilon_m$ shifts this sum by about a quarter. A real emission band samples a range of frequencies, so for silver a single value of $\epsilon_m$ is a poor summary.

The assumption most clearly broken by nanostructures is flatness. At tips, edges and gaps with radii or widths comparable to $z$, the flat-surface rate does not apply, and its error there has not been computed here. Within about a nanometre of bare metal, electron transfer may add a channel that (1) does not contain.

Where the surface is smooth and flat, the molecules are randomly oriented, and the photon energy and rates resemble those above, a transparent spacer with about the same permittivity as the resist that keeps the sensitizer farther than about 12 nm from gold, the retarded distance found above, preserves roughly half or more of the bulk yield per excitation. Molecules aligned upright keep only about 0.4 of it at 12 nm. The spacer also moves the resist out of the strongest near field, so this condition alone does not fix the best thickness. The remaining computed values are in the numerical output.

## Computed values

```
Photon energy: 3.00 eV; host index: 1.70; ed: 2.890
Height z: 5.0 nm; k: 0.02585 1/nm; k z: 0.1292
gold: em = -1.2 + 6.0 i; Im r = 0.8925
silver: em = -5.0 + 0.2 i; Im r = 0.2573
Bulk rates radiative, internal, chemical: 2.00e+08, 3.00e+08, 1.50e+09 1/s
Total bulk rate: 2.00e+09 1/s
Effective transition dipole: 5.15 debye
Gold, loss/radiative: perpendicular 155.1, parallel 77.5, mean 103.4
Gold, mean metal loss rate: 2.068e+10 1/s = 20.68 1/ns
Chemical yield in bulk: 0.750
Chemical yield at z, mean rate: 0.0661
Chemical yield at z, frozen orientations: 0.0687
Distance where metal loss = bulk rate, quasistatic: 10.89 nm
Same distance, retarded theory: 11.96 nm
Chemical yield at z, retarded mean rates: 0.0631
Radiation into host at z, retarded / bulk radiative: 0.302
Mean metal loss / bulk radiative rate, quasistatic and retarded:
  gold, z =  2.0 nm: 1616, 1631, retarded/quasistatic 1.009
  gold, z =  5.0 nm: 103.4, 109.5, retarded/quasistatic 1.059
  gold, z = 10.0 nm: 12.92, 15.89, retarded/quasistatic 1.230
  gold, z = 20.0 nm: 1.616, 3.015, retarded/quasistatic 1.866
  silver, z =  2.0 nm: 465.8, 494.8, retarded/quasistatic 1.062
  silver, z =  5.0 nm: 29.81, 48.36, retarded/quasistatic 1.622
  silver, z = 10.0 nm: 3.726, 15.85, retarded/quasistatic 4.254
  silver, z = 20.0 nm: 0.4658, 6.55, retarded/quasistatic 14.063
gold, retardation at z, perp/par: first order 7.5/4.2 %, full 7.8/4.0 %
silver, retardation at z, perp/par: first order 17.4/14.1 %, full 76.8/47.6 %
gold, nonlocal/local loss at 2 nm: 0.857
gold, nonlocal/local loss at 5 nm: 0.954
silver, nonlocal/local loss at 2 nm: 0.624
silver, nonlocal/local loss at 5 nm: 0.790
gold, 50 nm film on glass / thick metal: 1.0000
gold, Im r for em parts changed by 10 %: 0.814 to 0.987
silver, 50 nm film on glass / thick metal: 1.0365
silver, Im r for em parts changed by 10 %: 0.152 to 0.482
Upright 1.0 nm charge pair / point dipole loss: 1.0101
Distance spread 0.5 nm rms, mean loss / loss at mean z: 1.065
Gold, interface loss if Im ed = 0.02, relative to lossless: 0.9894
Gold, hbar times metal loss rate: 13.61 micro-eV
Photon energy / kT at 295 K: 118
Continuum test, decay width computed / golden rule: 0.9957
```
